**Broadening of a Jackson-damped Chebyshev expansion**

With $N$ moments and a spectral window of half-width $a$, a level at $ax$ acquires the standard deviation $\sigma=a\sin q\,\sqrt{[N-(N-1)x^2]/(N+1)}$, where $q=\pi/(N+1)$. The program asserts the damping factors and the lower bound for non-negative kernels by diagonalizing open chains. It asserts $\sigma$ by Chebyshev recursion on a disordered honeycomb lattice, and the line shape by explicit cosine sums. Zone sums test the false density of states at the Dirac point, and the decay of Bloch states tests the Born disorder width within 20%. For $a=10$ eV and $\sigma=10$ meV at the centre the output gives $N=3141$, while $N=3000$ gives 10.47 meV. A half width at half maximum of 10 meV needs 3735 moments, and a full width of 10 meV needs 7470. The output also shows that the disorder width at 0.3 eV is 6.4 meV, below the 10 meV broadening, so a conductivity there needs many more moments.

## Numerical check

```python
"""
Result under test: a Chebyshev expansion with N moments (orders 0..N-1) and
Jackson damping broadens a level at E0 = a*x to the standard deviation
    sigma = a*sin(q)*sqrt((N-(N-1)*x^2)/(N+1)),   q = pi/(N+1),
so that N is about pi*a/sigma at the centre of the spectrum.
a: half-width of the rescaling window (eV); g_n: damping factors;
t: hopping (eV); W: full width of uniform site disorder (eV);
Gamma: half-width of a Bloch state caused by disorder (eV).
Example: honeycomb lattice with round parameters close to graphene.
"""
import numpy as np
from scipy import constants, sparse
from scipy.fft import dct
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import jv

pi = np.pi
t, W = 3.0, 2.0
a = 3 * t + W / 2
target = 0.010
kB = constants.k / constants.e
hbar = constants.hbar / constants.e      # eV s


def jackson(N):
    n = np.arange(N)
    q = pi / (N + 1)
    return ((N - n + 1) * np.cos(q * n) + np.sin(q * n) / np.tan(q)) / (N + 1)


def sigma_formula(N, x=0.0):
    return a * np.sin(pi / (N + 1)) * np.sqrt((N - (N - 1) * x**2) / (N + 1))


def sigma_bound(N):
    return a * np.sin(pi / (2 * ((N + 1) // 2) + 2))


def angle_kernel(phi, N):
    """Closed form of (1 + 2 sum g_n cos(n phi)) / (2 pi)."""
    q = pi / (N + 1)
    diff = 2 * np.sin((q + phi) / 2) * np.sin((q - phi) / 2)
    return (np.sin(q) * np.cos((N + 1) * phi / 2) / diff)**2 / (pi * (N + 1))


def limit_shape(u):
    """4 pi cos^2(u/2)/(pi^2-u^2)^2 for u >= 0, without the 0/0 at u = pi."""
    return pi * (np.sinc((pi - u) / (2 * pi)) / (pi + u))**2


def smallest_N(width_function):
    N = 100
    while width_function(N) > target:
        N += 1
    return N


# Optimal non-negative kernels from diagonalization of open chains
for N in (60, 61):
    chain = (np.eye(N, k=1) + np.eye(N, k=-1)) / 2
    values, vectors = np.linalg.eigh(chain)
    c = vectors[:, -1]
    g_num = np.array([np.dot(c[:N - n], c[n:]) for n in range(N)])
    assert abs(values[-1] - np.cos(pi / (N + 1))) < 1e-12
    assert np.allclose(g_num, jackson(N), atol=1e-11)
    second = (np.eye(N, k=2) + np.eye(N, k=-2)) / 2
    g2_max = np.linalg.eigvalsh(second)[-1]
    assert abs(a * np.sqrt((1 - g2_max) / 2) - sigma_bound(N)) < 1e-10
    assert sigma_bound(N) < sigma_formula(N)

N = smallest_N(sigma_formula)
N_bound = smallest_N(sigma_bound)
g = jackson(N)
orders = np.arange(N)

# Closed form of the kernel against the explicit cosine sum
for phi in (0.0, 0.0004, 0.0017, 0.0123, 0.7, 2.9):
    direct = (2 * np.sum(g * np.cos(orders * phi)) - 1) / (2 * pi)
    assert abs(direct - angle_kernel(phi, N)) < 1e-8 * N


def honeycomb(L, width, rng):
    """Periodic honeycomb lattice, L x L cells, sites A first and then B."""
    i, j = np.meshgrid(np.arange(L), np.arange(L), indexing="ij")
    A = (i * L + j).ravel()
    B = [A, (((i - 1) % L) * L + j).ravel(), (i * L + (j - 1) % L).ravel()]
    rows, cols = np.tile(A, 3), np.concatenate(B) + L * L
    hop = sparse.coo_matrix((np.full(3 * L * L, -t), (rows, cols)),
                            shape=(2 * L * L, 2 * L * L))
    site = sparse.diags(width * (rng.random(2 * L * L) - 0.5))
    return (hop + hop.T + site).tocsr()


def moments(H, v, steps):
    """2*steps Chebyshev moments <v|T_n(H/a)|v> by recursion."""
    older, old = v, H @ v / a
    mu = np.zeros(2 * steps)
    mu[0], mu[1] = np.vdot(v, v).real, np.vdot(v, old).real
    for n in range(1, steps):
        new = (2 / a) * (H @ old) - older
        mu[2 * n] = 2 * np.vdot(old, old).real - mu[0]
        mu[2 * n + 1] = 2 * np.vdot(new, old).real - mu[1]
        older, old = old, new
    return mu


# Width of real levels of a disordered sample, by recursion and quadrature
rng = np.random.default_rng(7)
H_small = honeycomb(5, W, rng).toarray()
levels, states = np.linalg.eigh(H_small)
points = 4 * N
E_grid = a * np.cos(pi * (np.arange(points) + 0.5) / points)
measured = []
for wanted in (0.0, 7.0):
    s = np.argmin(abs(levels - wanted))
    mu = moments(H_small, states[:, s], (N + 1) // 2)[:N]
    padded = np.zeros(points)
    padded[:N] = g * mu
    weight = dct(padded, type=3) / points
    assert weight.min() > -1e-10 and abs(weight.sum() - 1) < 1e-9
    mean = np.sum(weight * E_grid)
    width = np.sqrt(np.sum(weight * (E_grid - mean)**2))
    assert abs(width / sigma_formula(N, levels[s] / a) - 1) < 1e-5
    measured.append((levels[s], width))

# Width at half maximum: explicit series against the limiting line shape
u_half = brentq(lambda u: limit_shape(u) - limit_shape(0) / 2, 2, 5)


def central_line(E):
    series = g * np.cos(orders * pi / 2) * np.cos(orders * np.arccos(E / a))
    return (2 * series.sum() - 1) / (pi * np.sqrt(a**2 - E**2))


half = brentq(lambda E: central_line(E) - central_line(0) / 2, 0.005, 0.02)
assert abs(half / (u_half * a / (N + 1)) - 1) < 1e-4
N_hwhm = int(np.ceil(u_half * a / target - 1))
N_fwhm = int(np.ceil(2 * u_half * a / target - 1))
outside = 1 - 2 * quad(limit_shape, 0, 3 * pi)[0]
u = np.linspace(0, 4000, 800001)
assert abs(2 * simpson(limit_shape(u), x=u) - 1) < 1e-6
mean_abs_u = 2 * simpson(u * limit_shape(u), x=u)
mean_abs_E = a * mean_abs_u / (N + 1)


# False density of states at the Dirac point, by sums over the zone
def node_density(cells):
    k = 2 * pi * np.arange(cells) / cells
    f = 1 + np.exp(-1j * k)[:, None] + np.exp(-1j * k)[None, :]
    phi = np.arcsin(t * np.abs(f) / a)
    return 2 * np.mean(angle_kernel(phi, N) + angle_kernel(pi - phi, N)) / a


cells_exact = (N - 1) // 2 + 1
rho_600 = node_density(600)
rho_exact = node_density(cells_exact)
rho_larger = node_density(cells_exact + 130)
rho_linear = 2 * mean_abs_E / (np.sqrt(3) * pi * t**2)
shift = abs(rho_larger / rho_exact - 1)
assert shift < 1e-8
assert abs(rho_600 / rho_exact - 1) > 0.01
assert abs(rho_linear / rho_exact - 1) < 1e-3


# Disorder width: decay of Bloch states in disordered lattices
def gamma_born(E):
    return W**2 * abs(E) / (12 * np.sqrt(3) * t**2)


L, samples, steps = 200, 8, 290
k = 2 * pi * np.arange(L) / L
f_all = 1 + np.exp(-1j * k)[:, None] + np.exp(-1j * k)[None, :]
chosen = np.argsort(abs(t * np.abs(f_all) - 1.0).ravel())[:samples]
times = np.array([0.3, 1.0]) / gamma_born(1.0)      # in units of hbar/eV
n = np.arange(2 * steps)
phase = np.array([1, -1j, -1, 1j])[n % 4] * np.where(n == 0, 1, 2)
bessel = np.array([phase * jv(n, a * time) for time in times])
clean = honeycomb(L, 0.0, rng).astype(complex)
amplitude = np.zeros(2, dtype=complex)
E_used = []
for index in chosen:
    i, j = divmod(int(index), L)
    f = f_all[i, j]
    E_k = t * abs(f)
    wave = np.outer(np.exp(1j * k[i] * np.arange(L)),
                    np.exp(1j * k[j] * np.arange(L))).ravel()
    bloch = np.concatenate([wave, -np.conj(f) / abs(f) * wave])
    bloch /= np.sqrt(2) * L
    assert np.linalg.norm(clean @ bloch - E_k * bloch) < 1e-10
    H = honeycomb(L, W, rng).astype(complex)
    amplitude += np.exp(1j * E_k * times) * (bessel @ moments(H, bloch, steps))
    E_used.append(E_k)
amplitude /= samples
gamma_num = np.log(abs(amplitude[0] / amplitude[1])) / (times[1] - times[0])
E_mean = np.mean(E_used)
# tolerance: few samples of finite size, and Born theory is lowest order
assert abs(gamma_num / gamma_born(E_mean) - 1) < 0.2

# Thermal smearing: standard deviation of -df/dE
T = 300.0
second_moment = quad(lambda y: y**2 / (4 * np.cosh(y / 2)**2), -60, 60,
                     points=[0])[0]
thermal = pi * kB * T / np.sqrt(3)
assert abs(kB * T * np.sqrt(second_moment) / thermal - 1) < 1e-7

# Second-neighbour hopping moves the Dirac point away from the centre
t2 = 0.1
k = 2 * pi * np.arange(300) / 300
k1, k2 = k[:, None], k[None, :]
f_abs = np.abs(1 + np.exp(-1j * k1) + np.exp(-1j * k2))
far = -2 * t2 * (np.cos(k1) + np.cos(k2) + np.cos(k1 - k2))
top, bottom = (far + t * f_abs).max(), (far - t * f_abs).min()
dirac = far.ravel()[np.argmin(f_abs)]
offset = dirac - (top + bottom) / 2
assert abs((top - bottom) / 2 - 3 * t) < 1e-9
assert abs(offset - 9 * t2) < 1e-9

E_transport = 0.3
gam = gamma_born(E_transport)
E_cross = target / gamma_born(1.0)
soc = 0.001
cell_nm = 0.246

print(f"hopping t = {t:.1f} eV, disorder full width W = {W:.1f} eV")
print(f"half-width a = 3t + W/2 = {a:.1f} eV")
print(f"target broadening = {1e3*target:.1f} meV")
print(f"simple estimate pi*a/sigma = {pi*a/target:.1f} moments")
print(f"smallest N, standard deviation <= target: {N}")
print(f"smallest N allowed by any non-negative kernel: {N_bound}")
print(f"sigma at that Jackson N = {1e3*sigma_formula(N):.4f} meV")
print(f"sigma at N = 3000: {1e3*sigma_formula(3000):.3f} meV")
print(f"smallest N, half width at half maximum <= target: {N_hwhm}")
print(f"smallest N, full width at half maximum <= target: {N_fwhm}")
print(f"half-maximum point of line shape u = {u_half:.4f}")
print(f"full width at half maximum at Jackson N = {2e3*half:.3f} meV")
print(f"weight beyond 3 sigma = {100*outside:.2f} percent")
for E0, width in measured:
    print(f"recursion test: level {E0:.3f} eV, sigma {1e3*width:.3f} meV")
print(f"mean |u| of line shape = {mean_abs_u:.4f}")
print(f"mean |E| of line = {1e3*mean_abs_E:.3f} meV")
print(f"false node density, zone sum = {rho_exact:.4e} /(eV cell spin)")
print(f"false node density, linear band = {rho_linear:.4e} /(eV cell spin)")
print(f"cells per side for exact moments = {cells_exact}")
print(f"side of that sample (cell {cell_nm} nm) = "
      f"{cells_exact*cell_nm:.0f} nm")
print(f"atoms in that sample = {2*cells_exact**2/1e6:.2f} million")
print(f"relative shift with 130 more cells per side = {shift:.1e}")
print(f"node density with 600 cells per side = {rho_600:.4e} /(eV cell spin)")
print(f"double Kubo table N^2 = {N**2/1e6:.2f} million moments")
print(f"its memory at 16 bytes each = {16*N**2/1e6:.0f} MB")
print(f"time scale hbar/sigma = {1e15*hbar/target:.1f} fs")
print(f"decay test at {E_mean:.3f} eV: Gamma numerical = "
      f"{1e3*gamma_num:.2f} meV")
print(f"decay test: Gamma Born = {1e3*gamma_born(E_mean):.2f} meV")
print(f"Gamma Born at {E_transport} eV = {1e3*gam:.2f} meV")
print(f"scattering time hbar/(2 Gamma) there = {1e15*hbar/(2*gam):.1f} fs")
print(f"energy where Gamma equals target = {E_cross:.3f} eV")
print(f"moments for sigma = Gamma/5 at {E_transport} eV = "
      f"{pi*a/(gam/5):.0f}")
print(f"thermal standard deviation at {T:.0f} K = {1e3*thermal:.1f} meV")
print(f"second-neighbour hopping = {t2:.1f} eV")
print(f"Dirac point offset from centre = {offset:.2f} eV")
print(f"sigma there / sigma at centre = "
      f"{sigma_formula(N, offset/a)/sigma_formula(N):.4f}")
print(f"moments for sigma = {1e3*soc:.0f} meV (spin-orbit scale) = "
      f"{pi*a/soc:.0f}")
print("tests ok")
```

Running it gives:

```
hopping t = 3.0 eV, disorder full width W = 2.0 eV
half-width a = 3t + W/2 = 10.0 eV
target broadening = 10.0 meV
simple estimate pi*a/sigma = 3141.6 moments
smallest N, standard deviation <= target: 3141
smallest N allowed by any non-negative kernel: 3139
sigma at that Jackson N = 9.9971 meV
sigma at N = 3000: 10.467 meV
smallest N, half width at half maximum <= target: 3735
smallest N, full width at half maximum <= target: 7470
half-maximum point of line shape u = 3.7352
full width at half maximum at Jackson N = 23.776 meV
weight beyond 3 sigma = 0.51 percent
recursion test: level 1.596 eV, sigma 9.869 meV
recursion test: level 7.265 eV, sigma 6.871 meV
mean |u| of line shape = 2.4306
mean |E| of line = 7.736 meV
false node density, zone sum = 3.1593e-04 /(eV cell spin)
false node density, linear band = 3.1593e-04 /(eV cell spin)
cells per side for exact moments = 1571
side of that sample (cell 0.246 nm) = 386 nm
atoms in that sample = 4.94 million
relative shift with 130 more cells per side = 4.7e-14
node density with 600 cells per side = 4.5662e-04 /(eV cell spin)
double Kubo table N^2 = 9.87 million moments
its memory at 16 bytes each = 158 MB
time scale hbar/sigma = 65.8 fs
decay test at 0.995 eV: Gamma numerical = 23.38 meV
decay test: Gamma Born = 21.28 meV
Gamma Born at 0.3 eV = 6.42 meV
scattering time hbar/(2 Gamma) there = 51.3 fs
energy where Gamma equals target = 0.468 eV
moments for sigma = Gamma/5 at 0.3 eV = 24486
thermal standard deviation at 300 K = 46.9 meV
second-neighbour hopping = 0.1 eV
Dirac point offset from centre = 0.90 eV
sigma there / sigma at centre = 0.9959
moments for sigma = 1 meV (spin-orbit scale) = 31416
tests ok
```
